# Commutator and Block Separation Bound the Error of an Approximate Projector

## Definitions and conventions

Let $H$ be a Hermitian $n\times n$ matrix in an orthonormal basis, for instance a Fock or tight-binding matrix held fixed. Let $P$ be an orthogonal projector, $P=P^\dagger=P^2$, of rank $N$ with $0<N<n$, and let $Q=1-P$. The rank is the number of occupied orbitals per spin. The projector $P$ is an approximation, obtained in any way whatever.

The two diagonal blocks of $H$ are $A=PHP$, acting on $\mathrm{ran}\,P$, and $B=QHQ$, acting on $\mathrm{ran}\,Q$. Define

$$a=\text{highest eigenvalue of }A,\qquad b=\text{lowest eigenvalue of }B,\qquad \delta=b-a .$$

The eigenvalues of $H$ are $\lambda_1\le\dots\le\lambda_n$. The exact projector $P_0$ projects on the eigenvectors of the $N$ lowest, and $Q_0=1-P_0$. The symbol $\|\cdot\|$ is the spectral norm (largest singular value) and $\|\cdot\|_F$ the Frobenius norm.

The claim is that, if $\delta>0$,

$$\|P-P_0\|\le\frac{\|[H,P]\|}{\delta},\qquad \|P-P_0\|_F\le\frac{\|[H,P]\|_F}{\delta}. \tag{1}$$

Everything on the right is computed from $H$ and $P$, so the bound is a posteriori. The commutator need not be small.

The condition $\delta>0$ says that the block spectra are ordered: all of $A$ lies below all of $B$. Disjoint spectra are not enough. If $P$ projects on $N$ eigenvectors of $H$ that are not the lowest ones, then $[H,P]=0$, yet $P\neq P_0$. The commutator measures whether $P$ is stationary; the ordering tells which stationary projector is meant.

Two facts serve both derivations.

**The commutator.** Let $R=QHP$ be the block that couples the two subspaces. Inserting $P+Q=1$,

$$[H,P]=(P+Q)HP-PH(P+Q)=QHP-PHQ=R-R^\dagger .$$

Since $PQ=0$, $R^2=QHPQHP=0$, and therefore

$$[H,P]^\dagger[H,P]=(R^\dagger-R)(R-R^\dagger)=R^\dagger R+RR^\dagger .$$

The first term acts in $\mathrm{ran}\,P$, the second in $\mathrm{ran}\,Q$, and both have largest eigenvalue $\|R\|^2$ and trace $\|R\|_F^2$. Hence

$$\|[H,P]\|=\|R\|,\qquad \|[H,P]\|_F=\sqrt2\,\|R\|_F. \tag{2}$$

**The gap.** The $N$-dimensional space $\mathrm{ran}\,P$ and the span of the eigenvectors $N,\dots,n$, of dimension $n-N+1$, have dimensions that add up to $n+1$, so they share a unit vector. Its energy is at most $a$ and at least $\lambda_N$. Likewise $\mathrm{ran}\,Q$, of dimension $n-N$, shares a unit vector with the span of the first $N+1$ eigenvectors, whose energy is at least $b$ and at most $\lambda_{N+1}$. Thus

$$\lambda_N\le a<b\le\lambda_{N+1}. \tag{3}$$

The blocks of an approximate projector therefore certify that $H$ has a gap of at least $\delta$ above its $N$th level, and $P_0$ is unique.

## First derivation: rotation planes

**Geometry.** No unit vector lies in both $\mathrm{ran}\,P_0$ and $\mathrm{ran}\,Q$: its energy would be at most $\lambda_N\le a$ and at least $b$. So $P$ maps $\mathrm{ran}\,P_0$ to $\mathrm{ran}\,P$ without sending any nonzero vector to zero. Both spaces have dimension $N$, so the map is invertible, and every vector of $\mathrm{ran}\,P_0$ is fixed by its component $x$ in $\mathrm{ran}\,P$:

$$\mathrm{ran}\,P_0=\{x+Xx:\ x\in\mathrm{ran}\,P\},\qquad X:\mathrm{ran}\,P\to\mathrm{ran}\,Q .$$

Take the singular vectors of $X$ with nonzero singular values, written as tangents:

$$Xu_i=\tan\theta_i\,v_i,\qquad X^\dagger v_i=\tan\theta_i\,u_i,\qquad 0<\theta_i<\pi/2 .$$

The $u_i$ are orthonormal in $\mathrm{ran}\,P$, the $v_i$ in $\mathrm{ran}\,Q$. In the plane of $u_i$ and $v_i$ define (dropping the index)

$$w=\cos\theta\,u+\sin\theta\,v,\qquad w'=-\sin\theta\,u+\cos\theta\,v .$$

Since $w=\cos\theta\,(u+Xu)$, it lies in $\mathrm{ran}\,P_0$. The vector $w'$ is orthogonal to $\mathrm{ran}\,P_0$, because for every $x\in\mathrm{ran}\,P$

$$\langle w'|x+Xx\rangle=-\sin\theta\langle u|x\rangle+\cos\theta\tan\theta\langle u|x\rangle=0 .$$

Outside these planes $P$ and $P_0$ agree: a vector $u$ with $Xu=0$ lies in both ranges, and a vector $v\in\mathrm{ran}\,Q$ with $X^\dagger v=0$ is orthogonal to both. Within a plane, in the basis $(u,v)$,

$$P-P_0=\begin{pmatrix}1-\cos^2\theta&-\sin\theta\cos\theta\\-\sin\theta\cos\theta&-\sin^2\theta\end{pmatrix}.$$

Its trace is zero and its determinant is $-\sin^4\theta-\sin^2\theta\cos^2\theta=-\sin^2\theta$, so its eigenvalues are $\pm\sin\theta$. Therefore

$$\|P-P_0\|=\max_i\sin\theta_i,\qquad \|P-P_0\|_F^2=2\sum_i\sin^2\theta_i. \tag{4}$$

If there are no planes, $P=P_0$ and nothing remains to be shown.

**Energies.** $H$ maps $\mathrm{ran}\,P_0$ into itself, so $\langle w|H|w'\rangle=0$. Let $e=\langle w|H|w\rangle\le\lambda_N$, $e'=\langle w'|H|w'\rangle\ge\lambda_{N+1}$ and $\Delta=e'-e>0$. Inverting the rotation gives $u=\cos\theta\,w-\sin\theta\,w'$ and $v=\sin\theta\,w+\cos\theta\,w'$. Hence

$$\alpha=\langle u|H|u\rangle=e\cos^2\theta+e'\sin^2\theta,\qquad \beta=\langle v|H|v\rangle=e\sin^2\theta+e'\cos^2\theta,$$

$$\beta-\alpha=\Delta\cos2\theta,\qquad r=\langle v|H|u\rangle=(e-e')\sin\theta\cos\theta=-\tfrac12\Delta\sin2\theta. \tag{5}$$

Now $u\in\mathrm{ran}\,P$ gives $\alpha\le a$, and $v\in\mathrm{ran}\,Q$ gives $\beta\ge b$. So $\Delta\cos2\theta\ge\delta>0$, which forces $\theta<\pi/4$. Dividing the two relations in (5),

$$\tan2\theta_i=\frac{2|r_i|}{\beta_i-\alpha_i}\le\frac{2|r_i|}{\delta}\le\frac{2\|R\|}{\delta}. \tag{6}$$

With (2) and (4) this is a bound stronger than (1):

$$\|P-P_0\|\le\sin\!\left(\tfrac12\arctan\frac{2\|[H,P]\|}{\delta}\right). \tag{7}$$

For $0\le\theta<\pi/4$ we have $\cos\theta\ge\cos2\theta$, so $\tfrac12\tan2\theta=\sin\theta\cos\theta/\cos2\theta\ge\sin\theta$. Hence $\sin\theta_i\le|r_i|/\delta$, which gives the first part of (1). The $u_i$ and $v_i$ are orthonormal sets, so $\sum_i|r_i|^2\le\|R\|_F^2$ and

$$\|P-P_0\|_F^2=2\sum_i\sin^2\theta_i\le\frac{2\|R\|_F^2}{\delta^2}=\frac{\|[H,P]\|_F^2}{\delta^2}. \qquad\blacksquare$$

**Two limits.** With $x=\|[H,P]\|/\delta$, the right side of (7) is $x-\tfrac32x^3+\dots$ for small $x$, so the linear form loses little there. For large $x$ it tends to $1/\sqrt2$ from below, while the linear form grows past 1 and says nothing. Ordered blocks alone thus keep every angle below $45^\circ$, however strong the coupling.

**Band energy.** Vectors common to both ranges cancel in the trace, so by (5)

$$\mathrm{Tr}\,H(P-P_0)=\sum_i(\alpha_i-e_i)=\sum_i\Delta_i\sin^2\theta_i=\sum_i|r_i|\tan\theta_i .$$

Since $\tan\theta\le\tan\theta/(1-\tan^2\theta)=\tfrac12\tan2\theta\le|r|/\delta$,

$$0\le\mathrm{Tr}\,H(P-P_0)\le\frac{\|R\|_F^2}{\delta}=\frac{\|[H,P]\|_F^2}{2\delta}. \tag{8}$$

The bound on the energy is quadratic in the commutator, the bound on the projector linear.

## Second derivation: a Sylvester equation

This route uses no planes. It follows the part of $\mathrm{ran}\,P$ that leaks out of the exact subspace, $Z=Q_0P$.

**Distance from leakage.** Multiplying out,

$$(P-P_0)^2=P+P_0-PP_0-P_0P .$$

Multiplication by $P$ from the left or from the right gives the same result, $P-PP_0P=PQ_0P$. So the square commutes with $P$ and has no off-diagonal blocks. Its other block is $QP_0Q$, and

$$(P-P_0)^2=PQ_0P+QP_0Q=Z^\dagger Z+QP_0Q .$$

Let $M$ be the $N\times N$ matrix of overlaps between orthonormal bases of $\mathrm{ran}\,P$ and $\mathrm{ran}\,P_0$. On $\mathrm{ran}\,P$, $PQ_0P$ is represented by $1-MM^\dagger$. The nonzero eigenvalues of $QP_0Q$ are those of $P_0QP_0$, represented on $\mathrm{ran}\,P_0$ by $1-M^\dagger M$. For a square $M$ these two matrices have the same eigenvalues. Hence

$$\|P-P_0\|=\|Z\|,\qquad \|P-P_0\|_F=\sqrt2\,\|Z\|_F. \tag{9}$$

**The equation.** $Q_0$ commutes with $H$, so $HZ=Q_0HP$. Also $ZA=Q_0P\,PHP=Q_0PHP$. Subtracting,

$$HZ-ZA=Q_0(1-P)HP=Q_0R. \tag{10}$$

**Its solution.** Differentiate $e^{-tH}Ze^{tA}$ with respect to $t$:

$$\frac{d}{dt}\,e^{-tH}Ze^{tA}=-e^{-tH}(HZ-ZA)e^{tA}=-e^{-tH}Q_0R\,e^{tA}.$$

On $\mathrm{ran}\,Q_0$ the lowest eigenvalue of $H$ is $\lambda_{N+1}$, so $\|e^{-tH}Q_0\|=e^{-t\lambda_{N+1}}$ for $t\ge0$; on $\mathrm{ran}\,P$ the norm of $e^{tA}$ is $e^{ta}$. Since $Z=Q_0ZP$, the differentiated quantity is at most $e^{-t(\lambda_{N+1}-a)}\|Z\|$, which vanishes as $t\to\infty$ because $\lambda_{N+1}>a$. Integration from $0$ to $\infty$ gives

$$Z=\int_0^\infty e^{-tH}Q_0R\,e^{tA}\,dt,\qquad \|Z\|\le\|R\|\int_0^\infty e^{-t(\lambda_{N+1}-a)}dt=\frac{\|R\|}{\lambda_{N+1}-a}. \tag{11}$$

By (3), $\lambda_{N+1}-a\ge b-a=\delta$. With (2) and (9) this is the first part of (1). For the second part, use $\|KLM'\|_F\le\|K\|\,\|L\|_F\,\|M'\|$ under the integral. Then $\|Z\|_F\le\|R\|_F/\delta$, and the factors $\sqrt2$ in (2) and (9) cancel. $\blacksquare$

## What each derivation assumes

Both need a Hermitian $H$, an orthogonal $P$, and equal ranks of $P$ and $P_0$. They differ in what they ask of the spectra.

The first uses both block edges. The condition $b>a$ keeps the angles below $\pi/4$, and in return the derivation yields the stronger bound (7) and the energy bound (8).

The second needs only $\lambda_{N+1}>a$; the edge $b$ enters as a computable lower bound for $\lambda_{N+1}$. Consider $H=\begin{pmatrix}0&r\\r&0\end{pmatrix}$ with $r>0$ and $P$ on the first basis vector. Here $a=b=0$, so the first derivation does not apply. But $\lambda_2=r$, and (11) gives $r/r=1$ on a true distance of $1/\sqrt2$. This is valid but empty, since (9) gives $\|P-P_0\|=\|Q_0P\|\le1$ in any case. The same happens whenever $b\le a$. Take $\mathrm{ran}\,P$ together with the lowest eigenvector of $B$, a space of dimension $N+1$. Since $H=A+B+R+R^\dagger$ and $(R+R^\dagger)^2=R^\dagger R+RR^\dagger$ gives $\|R+R^\dagger\|=\|R\|$, every unit vector in it has energy at most $a+\|R\|$. It shares a unit vector with the span of the eigenvectors $N+1,\dots,n$, of dimension $n-N$, so $\lambda_{N+1}-a\le\|R\|$ and the right side of (11) is at least 1. For $b>a$, (11) improves on the linear bound (1) through the denominator $\lambda_{N+1}-a\ge\delta$; the price is that $\lambda_{N+1}$ belongs to the exact problem and must be bounded from below by some means. It does not improve on (7). In the same space of dimension $N+1$ a unit vector has energy at most $a\cos^2\phi+b\sin^2\phi+2\|R\|\sin\phi\cos\phi$ for some $\phi$, so $\lambda_{N+1}-a\le\delta/2+\sqrt{\delta^2/4+\|R\|^2}$. The right side of (11) is therefore at least $\tan\left(\tfrac12\arctan(2\|R\|/\delta)\right)$, the tangent of the angle whose sine is (7).

Neither derivation allows the true gap $\lambda_{N+1}-\lambda_N$ in place of $\delta$. For $n=2$ the only plane is the whole space, (7) is an equality, and (5) gives $|r|/\Delta=\sin\theta\cos\theta$, which is smaller than the distance $\sin\theta$. With $\delta=1$ and coupling $0.5$, $\tan2\theta=1$ and the distance is $\sin(\pi/8)=0.3827$. The linear bound is $0.5$. The true gap is $\sqrt2$, and $0.5/1.4142=0.3536$ lies below the distance.

The edges also need care in practice. A trial vector in $\mathrm{ran}\,P$ has energy at most $a$, and one in $\mathrm{ran}\,Q$ at least $b$, so estimates from trial vectors can err only by making $\delta$ too large. A strict certificate needs outer bounds. The matrix $P(\tau-H)P+Q$ is positive definite precisely when $a<\tau$, and $Q(H-\sigma)Q+P$ precisely when $b>\sigma$. If both hold with $\sigma>\tau$, then $\delta>\sigma-\tau$.

**A bound from below.** Let $W=\lambda_n-\lambda_1$ and let $c$ be the midpoint of the spectrum, so $\|H-c\|=W/2$. Because $H$ commutes with $P_0$, $[H,P]=[H-c,\,P-P_0]$, whose norm is at most $2(W/2)\|P-P_0\|$. Hence

$$\|P-P_0\|\ge\|[H,P]\|/W. \tag{12}$$

The true distance lies between $\|[H,P]\|/W$ and $\|[H,P]\|/\delta$. A wide spectrum with a small gap leaves much room between them.

## Overlap and rounding

In a nonorthogonal basis with overlap matrix $S$, Fock matrix $F$ and density matrix $D$ per spin, set $H=S^{-1/2}FS^{-1/2}$ and $P=S^{1/2}DS^{1/2}$. Then $HP=S^{-1/2}FDS^{1/2}=S^{-1/2}(FDS)S^{-1/2}$. Subtracting the adjoint,

$$[H,P]=S^{-1/2}KS^{-1/2},\qquad K=FDS-SDF. \tag{13}$$

The raw residual $K$ is not the numerator of (1). If every basis function is multiplied by $g$, then $F\to g^2F$, $S\to g^2S$, $D\to D/g^2$ and $K\to g^2K$, while the physics is unchanged. A safe replacement is $\|[H,P]\|\le\|K\|/s_{\min}$, with $s_{\min}$ the lowest eigenvalue of $S$, since $\|S^{-1/2}\|^2=1/s_{\min}$.

Dropping small elements of a projector leaves a Hermitian matrix $Y$ that is in general not idempotent. Let $\varepsilon=\|Y^2-Y\|<1/4$. An eigenvalue of $Y$ at distance $d$ from the nearer of 0 and 1 satisfies $d(1-d)\le\varepsilon$ if it lies between them, and $d(1+d)\le\varepsilon$ if outside. The first case allows the larger $d$. Let $P$ have the eigenvectors of $Y$ with each eigenvalue moved to the nearer of 0 and 1. Then

$$\|Y-P\|\le\tfrac12\bigl(1-\sqrt{1-4\varepsilon}\bigr),\qquad \|Y-P_0\|\le\tfrac12\bigl(1-\sqrt{1-4\varepsilon}\bigr)+\frac{\|[H,P]\|}{\delta}, \tag{14}$$

the second by the triangle inequality, provided $P$ has rank $N$ and $\delta>0$. In the example below, $P$ is reached by iterating $Y\to3Y^2-2Y^3$, and agreement with the projector built from the eigenvectors is tested.

## Formaldehyde with a truncated density matrix

The example is H$_2$CO in a chosen planar geometry (CO 1.2 Å, CH 1.1 Å, HCH angle 120°), in restricted Hartree–Fock with the 6-31G basis: 22 functions, 8 occupied orbitals. The converged Fock matrix is held fixed, so $P_0$ is exact for this matrix only; basis-set error and electron correlation are outside the comparison. In the orthonormal basis of (13), where $H=S^{-1/2}FS^{-1/2}$, all elements of $P_0$ below a threshold in magnitude are set to zero, and the result is purified to give $P$.

**Threshold 0.01.** Twenty nonzero elements are dropped. The separation is $\delta=0.12931+0.43975=0.56906$ hartree (15.48 eV) and the commutator norm is $0.2641$ hartree. The linear bound is

$$0.2641/0.5691=0.464,$$

and (7) gives $0.365$. The true distance is $0.0125$, so the linear bound is about 37 times too large. The lower bound (12), $0.2641/22.49=0.0117$, is close to the truth.

The reason follows from the eigenbasis of $H$, where $[H,P]$ has elements $(\lambda_i-\lambda_j)(P-P_0)_{ij}$. The ratio $\|[H,P]\|_F/\|P-P_0\|_F$ is therefore the root-mean-square level difference, weighted by the squared elements of the error. Here it is $0.3783/0.01925=19.7$ hartree. The error mostly mixes levels very far apart, whereas the bound must allow for mixing across $\delta$. The deep partner is mainly the oxygen 1s level: its mixing with empty levels accounts for 82% of $\|P-P_0\|_F^2$. These figures belong to this basis and threshold. At threshold 0.001 the partner is carbon 1s (98%). At threshold 0.01 in the bases 6-31G*, cc-pVDZ, aug-cc-pVDZ and cc-pVTZ, $\delta$ is $0.579$, $0.573$, $0.474$ and $0.558$ hartree, the linear bound is 16 to 39 times too large, the true distance is 1.3 to 3.8 times the lower bound (12), and the oxygen 1s share is only 4 to 21%.

The band energy error per spin is $3.4\times10^{-3}$ hartree, against a bound from (8) of $0.3783^2/(2\times0.5691)=0.126$ hartree. This is not the error of the Hartree–Fock total energy.

**Threshold 0.001.** Two nonzero elements are dropped. The commutator norm falls to $6.94\times10^{-3}$ hartree, the linear bound to $0.0122$ and the true distance to $5.7\times10^{-4}$. The two upper bounds now nearly coincide, as the small-$x$ limit requires. The band energy error is $3.9\times10^{-6}$ hartree, with a bound of $8.5\times10^{-5}$ hartree. For the truncated matrix before purification, $\varepsilon=4.2\times10^{-4}$, and (14) bounds its error of $7.1\times10^{-4}$ by $0.0126$.

At both thresholds the block edges agree with the true frontier levels to all printed digits. The reason is that the error $P-P_0$ here mixes only totally symmetric orbitals, and neither frontier orbital is one of them. Symmetry alone does not ensure this: at threshold 0.02 the highest occupied orbital is disturbed too, and $a$ rises by $1.4\times10^{-5}$ hartree. In general (3) guarantees only $\delta\le\lambda_{N+1}-\lambda_N$.

**Scale of the basis.** At threshold 0.01 the raw residual has norm $0.191$ hartree. Multiplying all basis functions by 0.01 reduces it to $1.91\times10^{-5}$ hartree, and division by $\delta$ gives $3.4\times10^{-5}$, far below the true distance $0.0125$. The safe numerator is $0.1911/0.02207=8.66$ hartree. It is valid but of little use here: the linear bound exceeds 1, and (7) stays close to its limit $1/\sqrt2$.

**Wrong order.** If the highest occupied and lowest empty orbitals are exchanged, the commutator vanishes to within rounding. The levels of the two blocks are still at least $0.096$ hartree apart, but $b-a=-0.569$ hartree, and the distance to $P_0$ is 1. A small commutator with disjoint blocks would have accepted this projector; the sign of $b-a$ rejects it.

The numerical output also covers 300 random complex matrices on which the inequalities were tested. Their ratios $\|[H,P]\|/\delta$ reach 77.6, while the largest distance is 0.703, below the limit $1/\sqrt2=0.707$ set by (7).

## Computed values

```
random matrices tested: 300
largest ||[H,P]||/delta among them: 77.6
largest distance among them: 0.7030
2x2 model: delta = 1.0, coupling = 0.5 (energy units)
2x2 distance: 0.382683
2x2 arctangent bound: 0.382683
2x2 linear bound: 0.500000
2x2 true gap: 1.414214 energy units
2x2 commutator/true gap (no bound): 0.353553
H2CO: CO 1.2 A, CH 1.1 A, HCH 120.0 deg, RHF/6-31G
basis functions: 22, occupied orbitals: 8
RHF energy: -113.807276 Eh
lowest overlap eigenvalue: 0.02207
HOMO, LUMO: -0.439747, 0.129314 Eh
true gap: 0.569060 Eh
spectral width W: 22.4897 Eh
--- threshold 0.01, nonzero elements dropped: 20
idempotency error before repair: 7.243e-03
block edges a, b: -0.439747, 0.129314 Eh
separation: 0.569060 Eh = 15.4849 eV
commutator, spectral norm: 2.6411e-01 Eh
commutator, Frobenius norm: 3.7831e-01 Eh
true distance: 1.2455e-02
arctangent bound: 3.6543e-01
linear bound: 4.6412e-01
lower bound: 1.1744e-02
Frobenius distance, bound: 1.9245e-02, 6.6479e-01
band energy error per spin: 3.4328e-03 Eh
its bound: 1.2575e-01 Eh
truncated matrix error, bound: 1.4176e-02, 4.7141e-01
raw residual norm: 1.9114e-01 Eh
basis functions times 0.01: raw norm 1.9114e-05 Eh
raw norm/separation (no bound): 3.3589e-05
--- threshold 0.001, nonzero elements dropped: 2
idempotency error before repair: 4.191e-04
block edges a, b: -0.439747, 0.129314 Eh
separation: 0.569060 Eh = 15.4849 eV
commutator, spectral norm: 6.9371e-03 Eh
commutator, Frobenius norm: 9.8109e-03 Eh
true distance: 5.7046e-04
arctangent bound: 1.2188e-02
linear bound: 1.2190e-02
lower bound: 3.0846e-04
Frobenius distance, bound: 8.0802e-04, 1.7241e-02
band energy error per spin: 3.9342e-06 Eh
its bound: 8.4572e-05 Eh
truncated matrix error, bound: 7.0984e-04, 1.2610e-02
--- HOMO and LUMO exchanged
b - a: -0.569060 Eh
smallest level distance between blocks: 0.095760 Eh
commutator below 1e-10 Eh: True
distance to exact projector: 1.000000
```
